# Normal Ordering the Transcorrelated Three-Body Operator: The xTC Corrections

## Result

Let $p^\dagger$ and $p$ create and destroy an electron in the orthonormal spin orbital $p$. Let $\Phi$ be one determinant, with occupied orbitals $i,j,k$, empty orbitals $a,b,c$ and density matrix $\gamma_{ps}=\langle\Phi|p^\dagger s|\Phi\rangle$. Consider the three-body operator

$$W=\tfrac1{36}\sum w^{pqr}_{stu}\,p^\dagger q^\dagger r^\dagger u\,t\,s ,$$

with $w$ antisymmetric in its upper and in its lower indices; Hermiticity is not assumed. With $\{\dots\}$ the normal order relative to $\Phi$, the identity $W=W_{\rm xTC}+R$ holds on the whole Fock space, where

$$R=\tfrac1{36}\sum w^{pqr}_{stu}\{p^\dagger q^\dagger r^\dagger uts\},$$

$$W_{\rm xTC}=\Delta E_0+\sum\Delta h^p_s\,p^\dagger s+\tfrac14\sum\Delta v^{pq}_{st}\,p^\dagger q^\dagger ts,$$

$$\Delta v^{pq}_{st}=\sum_i w^{pqi}_{sti},\quad \Delta h^p_s=-\tfrac12\sum_j\Delta v^{pj}_{sj},\quad \Delta E_0=-\tfrac13\sum_i\Delta h^i_i .$$

The xTC approximation drops $R$. This leaves unchanged every matrix element between determinants whose excitation ranks obey $m+m'<3$ and in general changes those with $m+m'\ge3$, $|m-m'|\le3$. The three corrections multiply ordinary vacuum-ordered operators, so they are added to the constant and to the one- and two-electron integrals of a code that accepts a non-Hermitian two-body Hamiltonian. Units are Rydberg atomic units: lengths in bohr, kinetic energy $-\nabla^2$, repulsion $2/r_{12}$.

## The three-body term

Take the Jastrow exponent $J=\sum_{\mu<\nu}f_{\mu\nu}$, with $f_{\mu\nu}=f(|\mathbf r_\mu-\mathbf r_\nu|)$ real and spin independent. Local potentials commute with $e^J$, so in a Hamiltonian without nonlocal pseudopotentials, as assumed here, the kinetic energy alone is changed. From $\nabla_\mu(e^J\psi)=e^J(\nabla_\mu\psi+\psi\nabla_\mu J)$, a second derivative gives

$$e^{-J}(-\nabla_\mu^2)e^{J}=-\nabla_\mu^2-\nabla_\mu^2J-2\nabla_\mu J\cdot\nabla_\mu-(\nabla_\mu J)^2 .$$

Here $\nabla_\mu J=\sum_{\nu\ne\mu}\nabla_\mu f_{\mu\nu}$. The terms linear in $J$ involve two electrons. The square contains $(\nabla_\mu f_{\mu\nu})^2$, again two electrons, and the cross terms $\nabla_\mu f_{\mu\nu}\cdot\nabla_\mu f_{\mu\kappa}$, in which each unordered pair $\{\nu,\kappa\}$ occurs twice. Collecting by pairs and triples, $e^{-J}He^J=H-\sum_{\mu<\nu}K-\sum_{\mu<\nu<\kappa}L$ with

$$K(1,2)=\sum_{\mu=1,2}\left[\nabla_\mu^2f_{12}+2\nabla_\mu f_{12}\cdot\nabla_\mu+(\nabla_\mu f_{12})^2\right],$$

$$L(1,2,3)=2\left[\nabla_1f_{12}\cdot\nabla_1f_{13}+\nabla_2f_{21}\cdot\nabla_2f_{23}+\nabla_3f_{31}\cdot\nabla_3f_{32}\right].$$

In second quantization the three-body term is $W=-\frac16\sum L^{pqr}_{stu}\,p^\dagger q^\dagger r^\dagger uts$, where electron 1 goes $s\to p$, electron 2 goes $t\to q$ and electron 3 goes $u\to r$. The string $uts$ changes sign under an exchange of two labels, so $L^{pqr}_{stu}$ may be replaced by its signed average over the six permutations $\pi$ of $stu$. This gives the form above with

$$w^{pqr}_{stu}=-\sum_\pi{\rm sgn}(\pi)\,L^{pqr}_{\pi(stu)} .$$

Because $L(1,2,3)$ is symmetric in the electrons, $L^{pqr}_{stu}$ is unchanged when the columns $(p,s),(q,t),(r,u)$ are permuted. An exchange of two upper indices is therefore equivalent to the exchange of the two lower ones beneath them, and $w$ is antisymmetric above as well.

## Normal order and the contraction rule

The operators $a$ and $i^\dagger$ annihilate $\Phi$; they are the quasiparticle annihilators, and $a^\dagger$ and $i$ are the quasiparticle creators. The product $\{y_1\cdots y_n\}$ is the product with all quasiparticle creators moved to the left, times the sign of the permutation. Operators within either class anticommute, so the definition is unambiguous and $\{\dots\}$ is antisymmetric in its factors. One rule is needed:

$$p^\dagger\{y_1\cdots y_n\}=\{p^\dagger y_1\cdots y_n\}+\sum_k(-1)^{k-1}\langle p^\dagger y_k\rangle\{y_1\cdots y_{k-1}y_{k+1}\cdots y_n\},$$

with $\langle p^\dagger s\rangle=\gamma_{ps}$, equal to $\delta_{ps}$ for occupied $p$ and zero otherwise, and $\langle p^\dagger q^\dagger\rangle=0$. For empty $p$ the operator $p^\dagger$ is a quasiparticle creator already at the left, all contractions vanish, and the rule is the definition. For occupied $p$, take the $y$ in normal order and move $p^\dagger$ to the right through the $l$ quasiparticle creators using $p^\dagger y=[p^\dagger,y]_+-y\,p^\dagger$. The anticommutator is $\delta_{ps}$ for $y=s$ occupied and zero for $y=a^\dagger$, which is $\langle p^\dagger y\rangle$ in both cases; it is reached after $k-1$ exchanges, hence the sign. The term left at the end carries $(-1)^l$ and is $\{p^\dagger y_1\cdots y_n\}$. The remaining $y$, of type $a$ or $i^\dagger$, have zero contraction with $p^\dagger$. Both sides change sign under an exchange of neighbouring $y$, so the rule holds for any order.

## Expansion of the three-body string

Write $\cong$ for equality after summation against $w^{pqr}_{stu}$. Renaming two upper or two lower summation indices then costs a sign, and a cyclic renaming of three costs none. Destruction operators anticommute with one another, so $uts=\{uts\}$. Applying $r^\dagger$,

$$r^\dagger\{uts\}=\{r^\dagger uts\}+\gamma_{ru}\{ts\}-\gamma_{rt}\{us\}+\gamma_{rs}\{ut\}\cong\{r^\dagger uts\}+3\gamma_{ru}\{ts\}.$$

In the third term $t\leftrightarrow u$ gives $+\gamma_{ru}\{ts\}$; in the fourth $s\leftrightarrow u$ gives $-\gamma_{ru}\{st\}=+\gamma_{ru}\{ts\}$. Next $q^\dagger$ acts on both pieces. In the first the annihilators stand at positions 2, 3, 4, so the same three terms appear with the opposite overall sign, which the renaming $q\leftrightarrow r$ removes:

$$q^\dagger\{r^\dagger uts\}\cong\{q^\dagger r^\dagger uts\}-3\gamma_{qu}\{r^\dagger ts\}\cong\{q^\dagger r^\dagger uts\}+3\gamma_{ru}\{q^\dagger ts\},$$

$$q^\dagger\{ts\}=\{q^\dagger ts\}+\gamma_{qt}\{s\}-\gamma_{qs}\{t\}\cong\{q^\dagger ts\}+2\gamma_{qt}\{s\}.$$

Hence $q^\dagger r^\dagger uts\cong\{q^\dagger r^\dagger uts\}+6\gamma_{ru}\{q^\dagger ts\}+6\gamma_{ru}\gamma_{qt}\{s\}$. Finally $p^\dagger$ acts on three pieces:

$$p^\dagger\{q^\dagger r^\dagger uts\}\cong\{p^\dagger q^\dagger r^\dagger uts\}+3\gamma_{pu}\{q^\dagger r^\dagger ts\}\cong\{p^\dagger q^\dagger r^\dagger uts\}+3\gamma_{ru}\{p^\dagger q^\dagger ts\},$$

$$p^\dagger\{q^\dagger ts\}\cong\{p^\dagger q^\dagger ts\}-2\gamma_{pt}\{q^\dagger s\}\cong\{p^\dagger q^\dagger ts\}+2\gamma_{qt}\{p^\dagger s\},$$

$$p^\dagger\{s\}=\{p^\dagger s\}+\gamma_{ps}.$$

The first line uses the cyclic renaming $pqr\to rpq$, the second $p\leftrightarrow q$. The two-body piece collects $3+6=9$, the one-body piece $6\cdot2+6=18$, and the constant $6$. Define $w_1{}^p_s=\sum_{ij}w^{pij}_{sij}=\sum_j\Delta v^{pj}_{sj}$ and $w_0=\sum_iw_1{}^i_i$. Dividing by 36,

$$W=\tfrac16w_0+\tfrac12\sum w_1{}^p_s\{p^\dagger s\}+\tfrac14\sum\Delta v^{pq}_{st}\{p^\dagger q^\dagger ts\}+R .$$

A normal-ordered product has zero expectation value in $\Phi$, so $\langle\Phi|W|\Phi\rangle=w_0/6$, the sum of $w^{ijk}_{ijk}$ over distinct occupied triples.

## Return to vacuum order

The tensor $\Delta v$ is antisymmetric in each index pair, so the lines above for $q^\dagger\{ts\}$, $p^\dagger\{q^\dagger ts\}$ and $p^\dagger\{s\}$ apply to it:

$$p^\dagger q^\dagger ts\cong\{p^\dagger q^\dagger ts\}+(2+2)\gamma_{qt}\{p^\dagger s\}+2\gamma_{qt}\gamma_{ps}.$$

Multiplying by $\frac14\Delta v$ and solving for the normal-ordered term,

$$\tfrac14\sum\Delta v\{p^\dagger q^\dagger ts\}=\tfrac14\sum\Delta v\,p^\dagger q^\dagger ts-\sum w_1\{p^\dagger s\}-\tfrac12w_0 .$$

In $W-R$ the coefficient of $w_1\{p^\dagger s\}$ becomes $\frac12-1=-\frac12$. With $\{p^\dagger s\}=p^\dagger s-\gamma_{ps}$ this term returns a constant $+\frac12w_0$, and the total constant is $\frac16w_0-\frac12w_0+\frac12w_0=\frac16w_0$. Thus $\Delta h=-\frac12w_1$, and since $\sum_i\Delta h^i_i=-\frac12w_0$, $\Delta E_0=\frac16w_0=-\frac13\sum_i\Delta h^i_i$.

The signs have a plain meaning. Evaluated in $\Phi$, the two-body correction gives $\frac12\sum_{ij}\Delta v^{ij}_{ij}=\frac12w_0$, which counts each occupied triple three times. The one-body correction gives $-\frac12w_0$ and cancels it, and $\Delta E_0$ restores the single count. A code that builds its Fock matrix from the corrected integrals obtains $\Delta h^p_s+\sum_j\Delta v^{pj}_{sj}=+\frac12w_1{}^p_s$, the normal-ordered coefficient. A code written in normal-ordered form takes $w_0/6$, $+\frac12w_1$ and $\Delta v$ directly.

In an orthonormal basis in which $\gamma$ is not diagonal, each operator is a linear combination of those used above; with $\{\dots\}$ extended linearly the contraction rule keeps its form, and so

$$\Delta v^{pq}_{st}=\sum_{ru}w^{pqr}_{stu}\gamma_{ru},\quad\Delta h^p_s=-\tfrac12\sum_{qt}\Delta v^{pq}_{st}\gamma_{qt},\quad\Delta E_0=-\tfrac13\sum_{ps}\Delta h^p_s\gamma_{ps}.$$

The first index of $\gamma$ meets the upper index of $w$, which matters for complex orbitals. The corrections depend on $\Phi$ through $\gamma$ alone, so rotations among occupied orbitals leave $W_{\rm xTC}$ unchanged. The derivation assumes that $\gamma$ is that of a single determinant. If the density matrix of a correlated state is inserted instead, the expectation value of the dropped remainder in that state is in general not zero.

## Closed-shell spatial form

The six permutations in $w^{pqi}_{sti}$ have lower indices $sti$ $(+)$, $its$ $(-)$, $sit$ $(-)$, $tsi$ $(-)$, $ist$ $(+)$, $tis$ $(+)$. The last three are the first three with $s\leftrightarrow t$ and opposite sign, so $\Delta v^{pq}_{st}=\Delta U^{pq}_{st}-\Delta U^{pq}_{ts}$ with $\Delta U^{pq}_{st}=-\sum_i[L^{pqi}_{sti}-L^{pqi}_{its}-L^{pqi}_{sit}]$, and $\frac14\sum\Delta v\,p^\dagger q^\dagger ts=\frac12\sum\Delta U\,p^\dagger q^\dagger ts$.

$L$ conserves spin in each column. In $L^{pqi}_{sti}$ this ties $p$ to $s$ and $q$ to $t$ and leaves the spin of $i$ free, a factor 2 for doubly occupied real spatial orbitals $I$. In $L^{pqi}_{its}$ the columns $(p,i),(q,t),(i,s)$ force $i$, $p$ and $s$ to share a spin, a factor 1; $L^{pqi}_{sit}$ does the same for $i,q,t$. All three terms have the spin structure of an ordinary two-electron integral, with spatial part

$$\Delta U^{PQ}_{ST}=-\sum_I\left[2L^{PQI}_{STI}-L^{PQI}_{ITS}-L^{PQI}_{SIT}\right].$$

In $\sum_j(\Delta U^{pj}_{sj}-\Delta U^{pj}_{js})$ the spin of $j$ is free in the first term and fixed in the second, and $\sum_i\Delta h^i_i$ has two equal spin parts:

$$\Delta h^P_S=-\tfrac12\sum_J\left(2\Delta U^{PJ}_{SJ}-\Delta U^{PJ}_{JS}\right),\qquad\Delta E_0=-\tfrac23\sum_I\Delta h^I_I .$$

## Evaluation without six-index storage

Define $\rho_{PS}=\phi_P\phi_S$ and $\mathbf V_{PS}(\mathbf r)=\int\nabla f(|\mathbf r-\mathbf r'|)\,\rho_{PS}(\mathbf r')\,d\mathbf r'$, the gradient acting on $\mathbf r$. In each term of $L$ the two outer electrons are integrated independently at fixed position of the central one:

$$L^{PQR}_{STU}=2\int\left[\rho_{PS}\mathbf V_{QT}\cdot\mathbf V_{RU}+\rho_{QT}\mathbf V_{PS}\cdot\mathbf V_{RU}+\rho_{RU}\mathbf V_{PS}\cdot\mathbf V_{QT}\right]d\mathbf r .$$

Let $n=\sum_I\rho_{II}$, $\mathbf G=\sum_I\mathbf V_{II}$, $\mathbf X_S=\sum_I\phi_I\mathbf V_{IS}$ and $Z_{PS}=\sum_I\mathbf V_{PI}\cdot\mathbf V_{IS}$. The direct term is

$$\sum_I2L^{PQI}_{STI}=2\int\left[2\rho_{PS}\mathbf V_{QT}\cdot\mathbf G+2\rho_{QT}\mathbf V_{PS}\cdot\mathbf G+2n\mathbf V_{PS}\cdot\mathbf V_{QT}\right].$$

The columns of $L^{PQI}_{ITS}$ are $(P,I),(Q,T),(I,S)$. Using $\mathbf V_{PI}=\mathbf V_{IP}$,

$$\sum_IL^{PQI}_{ITS}=2\int\left[\mathbf V_{QT}\cdot(\phi_P\mathbf X_S+\phi_S\mathbf X_P)+\rho_{QT}Z_{PS}\right],$$

and $L^{PQI}_{SIT}$, with columns $(P,S),(Q,I),(I,T)$, gives the same with $PS\leftrightarrow QT$. Sharing $2n\mathbf V\cdot\mathbf V$ equally between two halves, $\Delta U^{PQ}_{ST}=-2(A_{PS,QT}+A_{QT,PS})$ with

$$A_{PS,QT}=\int\left[(2\mathbf G\cdot\mathbf V_{PS}-Z_{PS})\rho_{QT}+(n\mathbf V_{PS}-\phi_P\mathbf X_S-\phi_S\mathbf X_P)\cdot\mathbf V_{QT}\right]d\mathbf r .$$

For $M$ orbitals and $N_g$ grid points this is a matrix product of cost proportional to $N_gM^4$, after $N_g^2M^2$ for $\mathbf V$. Each factor in $A$ is symmetric under $P\leftrightarrow S$ and under $Q\leftrightarrow T$, so for real orbitals $\Delta U$ has the eightfold symmetry of repulsion integrals. The same $\mathbf V$ gives the part of $K$ linear in $f$; the quadratic part is a separate pair integral over $f'^2$. Integrating $\phi_P\phi_S\nabla^2f$ by parts yields $-\nabla f\cdot(\phi_S\nabla\phi_P+\phi_P\nabla\phi_S)$; adding $2\phi_P\nabla f\cdot\nabla\phi_S$ leaves $k_{PS,QT}=\int(\phi_P\nabla\phi_S-\phi_S\nabla\phi_P)\cdot\mathbf V_{QT}$, and $K^{PQ}_{ST}=k_{PS,QT}+k_{QT,PS}+2\iint\rho_{PS}f'^2\rho_{QT}$. The part $k$ is antisymmetric in $P\leftrightarrow S$ and carries the non-Hermiticity.

## What is lost with $R$

A determinant of excitation rank $m$ holds $m$ particles and $m$ holes, $2m$ quasiparticles. Each term of $R$ has $c$ quasiparticle creators to the left of $d$ annihilators, $c+d=6$. Between a bra of rank $m$ and a ket of rank $m'$ it needs $d\le2m'$, $c\le2m$ and $2m-c=2m'-d$. Adding the inequalities gives $m+m'\ge3$; the equality gives $m-m'=(c-d)/2$, so $|m-m'|\le3$. The reference energy and the blocks 0–1, 0–2 and 1–1, in both orders, are therefore those of the full operator. The lowest blocks open to change are 0–3 and 1–2, with rank sum 3, followed by 1–3 and 2–2, with rank sum 4. A two-body operator cannot connect $\Phi$ to a triple excitation, so xTC sets the 0–3 block to zero.

Diagonal elements have a closed form. A string with $\{s,t,u\}\neq\{p,q,r\}$ changes an occupation and has no diagonal element. For distinct $p,q,r$, $\{p^\dagger q^\dagger r^\dagger rqp\}=\{p^\dagger p\,q^\dagger q\,r^\dagger r\}$, and pairs belonging to different orbitals commute, so this is the product of three factors $\{p^\dagger p\}=\hat n_p-n^0_p$, with $n^0_p$ the occupation in $\Phi$. With $\delta_p=n_p-n_p^0$ in a determinant $D$ and $w_{pqr}=w^{pqr}_{pqr}$,

$$\langle D|W|D\rangle=\sum_{p<q<r}w_{pqr}n_pn_qn_r,\qquad\langle D|R|D\rangle=\sum_{p<q<r}w_{pqr}\delta_p\delta_q\delta_r .$$

On the diagonal, xTC is the cubic polynomial in the occupations cut after second order in $\delta$. A single excitation has two nonzero $\delta$ and no residual. The double excitation $ij\to ab$ has $\delta_a=\delta_b=1$, $\delta_i=\delta_j=-1$ and the residual $w_{aij}+w_{bij}-w_{abi}-w_{abj}$. A determinant of rank $m$ has $\binom{2m}{3}$ terms.

Two electrons form a limiting case in which xTC creates an error where none existed. $W$ destroys three electrons and vanishes on two-electron states, so $W_{\rm xTC}=-R$ there. For $D=ab$ the diagonal element of $W_{\rm xTC}$ is $w_{abi}+w_{abj}-w_{aij}-w_{bij}$, which no symmetry of $w$ forces to zero. For two electrons the corrections are to be omitted.

For the energy, let $H(\epsilon)=H_{\rm xTC}+\epsilon R$, so that $H(1)=H_{\rm TC}$, and let $E$ be a nondegenerate eigenvalue with right and left vectors $\Psi_R,\Psi_L$, $\langle\Psi_L|\Psi_R\rangle=1$. Differentiating $(H-E)\Psi_R=0$ gives $(R-E')\Psi_R+(H-E)\Psi_R'=0$, and $\langle\Psi_L|$ removes the last term. With the vectors taken at $\epsilon=0$, which are those of xTC,

$$E_{\rm TC}-E_{\rm xTC}=\langle\Psi_L|R|\Psi_R\rangle+O(R^2).$$

By the rank rule, each contribution to the first-order term is a product of two excitation amplitudes, or of the reference amplitude and a triples amplitude. It vanishes when both $\Psi_L$ and $\Psi_R$ approach $\Phi$. One of them alone is not enough, because triples amplitudes in the other can still contribute. For a state with large weight on doubly excited determinants the amplitudes give no such suppression.

## Worked example: linear H$_4$

Four hydrogen atoms lie on a line at a spacing of 1.8 bohr. The orbitals are restricted Hartree–Fock (RHF) orbitals in the 6-31G basis, $M=8$, with orbitals 1 and 2 doubly occupied; $L$ has $8^6=262144$ elements and $\Delta U$ has $8^4=4096$. The pair function is $f(r)=-e^{-gr}/(2g)$ with the chosen value $g=1$ bohr$^{-1}$; it has slope $\frac12$ at $r=0$, is not optimized and has no electron–nucleus term. $K$ and $L$ were integrated on a Becke-partitioned grid of 20 radial and 86 Lebedev points per atom, 6606 points after removal of those where the quadrature weight times the summed squares of the orbitals is negligible, with $\nabla f$ in $\mathbf V$ set to zero at coincident points. This grid gives the orbital overlap matrix to within $6.6\times10^{-4}$.

For real orbitals $L$ depends on three unordered pairs, written $(PS)(QT)(RU)$. The quadrature gives $\alpha=(11)(11)(22)=0.003067$ Ry and $\beta=(11)(12)(12)=0.002300$ Ry. In $\Delta U^{11}_{11}$ the term $I=1$ is $2-1-1=0$ times $(11)(11)(11)$, and $I=2$ gives $-2(\alpha-\beta)=-2(0.000767)$ Ry, which is $-0.001535$ Ry from unrounded integrals. The same expression with $1\leftrightarrow2$ gives $\Delta U^{22}_{22}=-0.000473$ Ry. In $\Delta U^{12}_{12}$ the term $I=1$ is $-(2\alpha-\alpha-\beta)$, half of $\Delta U^{11}_{11}$, and $I=2$ is half of $\Delta U^{22}_{22}$, so $\Delta U^{12}_{12}=\frac12(-0.001535-0.000473)=-0.001004$ Ry. In $\Delta U^{12}_{21}$ all three integrals equal $(12)(12)(II)$ for either $I$, so it is zero. Then, in Ry,

$$\Delta h^1_1=-\tfrac12[-0.001535+2(-0.001004)]=0.001771,$$

$$\Delta h^2_2=-\tfrac12[-0.000473+2(-0.001004)]=0.001240,$$

and $\Delta E_0=-\frac23(0.003011)$, or $-0.002008$ Ry from unrounded values. In $\Phi$ the one-body correction contributes $2(\Delta h^1_1+\Delta h^2_2)=+0.006023$ Ry and the two-body correction $-0.006023$ Ry, which are $\mp3\Delta E_0$.

For the double excitation of both electrons from orbital 2 to orbital 3, $w_{aij}=w_{bij}=-0.000844$ Ry and $w_{abi}=w_{abj}=-0.000561$ Ry. The residual is $2(-0.000844+0.000561)\approx-0.00057$ Ry, the difference between $\langle D|W|D\rangle=-0.002376$ Ry and $\langle D|W_{\rm xTC}|D\rangle=-0.001811$ Ry, and 24% of the former. In the matrix $R=W-W_{\rm xTC}$ over the 784 determinants with $S_z=0$, the largest elements are $6.1\times10^{-4}$, $2.4\times10^{-3}$ and $3.8\times10^{-3}$ Ry in the blocks 0–3, 1–2 and 2–2.

The lowest eigenvalue of each full configuration interaction (FCI) matrix, with its left and right vectors, was found by shifted inverse iteration; nuclear repulsion is included.

| Hamiltonian | $\langle\Phi\vert H\vert\Phi\rangle$ / Ry | FCI / Ry |
|---|---|---|
| no Jastrow factor | $-4.33753$ | $-4.46207$ |
| TC, full $W$ | $-4.39902$ | $-4.49544$ |
| xTC | $-4.39902$ | $-4.49536$ |

The level of comparison is TC-FCI in this basis and on this grid, which is not variational and is not the basis-set limit. Relative to it, xTC lies 0.081 mRy (1.1 meV) higher, 0.08% of the 96.4 mRy that separate TC-FCI from its reference energy. Omitting $L$ altogether gives an FCI energy 0.93 mRy (12.6 meV) higher. That error is less than half of $|\Delta E_0|$, so keeping the constant alone gives $0.93-2.01=-1.08$ mRy, no improvement in magnitude: the reduction to 0.081 mRy requires $\Delta h$ and $\Delta U$.

The xTC state has reference weight 0.957, the product of the left and right reference coefficients. The first-order term $\langle\Psi_L|R|\Psi_R\rangle=-0.0798$ mRy splits into $-0.0688$ (block 2–2), $-0.0152$ (0–3 and 3–0), $-0.0003$ (1–2 and 2–1) and $+0.0045$ mRy (higher blocks); the remaining $-0.0012$ mRy of $E_{\rm TC}-E_{\rm xTC}=-0.0810$ mRy is of higher order in $R$. The size of the elements does not set the ranking: the largest 1–2 element is about four times the largest 0–3 element, yet in this basis the 1–2 blocks contribute some forty times less (the ratio is 43 on a converged grid, where their sum is $-0.00035$ mRy). The cause is cancellation, not small singles amplitudes: the singles parts of the left and right vectors have norms of about 0.05 and 0.1 (right vector normalized to one, $\langle\Psi_L|\Psi_R\rangle=1$), larger than the 0.02 and 0.01 of the triples parts. The block with a singly excited bra and a doubly excited ket contributes $-0.0115$ mRy, the reverse block $+0.0112$ mRy, and almost nothing is left of the sum. The 0–3 and 3–0 blocks also have opposite signs, $+0.012$ and $-0.027$ mRy, but cancel only in part. So complete a cancellation is particular to this basis: in 6-311G the two 1–2 parts are $-0.0154$ and $+0.0190$ mRy, and their sum, $+0.0036$ mRy, is about a quarter in magnitude of the $-0.0149$ mRy from 0–3 and 3–0. The 2–2 block, $-0.070$ mRy there, dominates in both bases.

On a coarser grid of 15 radial and 50 angular points per atom, 2930 after the same removal, the TC-FCI energy is $-4.49580$ Ry, a shift of 0.4 mRy, larger than the xTC error, so the last two digits of the TC and xTC entries in the table belong to the grid. With converged quadrature the reference energy is $-4.39880$ Ry, TC-FCI $-4.49526$ Ry and xTC-FCI $-4.49518$ Ry, all about 0.2 mRy above the table, while $\alpha$, $\beta$ and the diagonal elements of $D$ move by $1$ to $2\times10^{-6}$ Ry and the xTC error becomes 0.0811 mRy. On the coarser grid, $\Delta E_0$ stays at $-0.002008$ Ry and the xTC error is 0.0809 mRy against 0.0810 mRy. The difference between xTC and TC is meaningful here when both are evaluated on the same grid. It depends mildly on the basis: in 6-311G, where TC-FCI lies 11 mRy lower, the xTC error is 0.077 mRy, the error from omitting $L$ is 0.88 mRy and $\Delta E_0=-0.002040$ Ry. Neither basis contains polarization functions.

All numerical values are calculated from the stated model.
